\section*{Copper 3d–4s mixing and site density in a linear O–Cu–O unit, part 2}

A Cu$^+$ ion sits midway between two oxygen neighbours on the $z$ axis. The question is how mixing of $3d_{z^2}$ with $4s$ deforms the copper site density, the part built from copper $3d$ and $4s$ orbitals alone. With $\theta$ measured from the axis,
\begin{equation}
s=\frac{R_{4s}(r)}{\sqrt{4\pi}},\qquad
d=\sqrt{\frac{5}{4\pi}}\,R_{3d}(r)\,P_2(\cos\theta),\qquad
P_2(x)=\frac{3x^2-1}{2}.
\label{orbitals}
\end{equation}
The outer lobe of $R_{4s}$ and $R_{3d}$ are positive. An angular integral needed below is
\begin{equation}
\frac{\sqrt5}{4\pi}\int P_2^2\,d\Omega
=\frac{\sqrt5}{4\pi}\,2\pi\,\frac25=\frac1{\sqrt5}.
\label{angular}
\end{equation}

The model has three orthonormal orbitals: $d$, $s$ and $L$, the symmetric combination of oxygen $\sigma$ orbitals with positive lobes toward copper. Their energies are $E_d,E_s,E_L$, and $t_d,t_s$ couple $d$ and $s$ to $L$. Four electrons fill the bonding level and the frontier level above it. The empty orbital, of energy $E$, is $c_dd+c_ss+c_LL$, normalized with $c_s>0$. With $\mathbf c=(c_d,c_s,c_L)$, the density matrix is $P=2(1-\mathbf c\,\mathbf c^{T})$, so
\begin{equation}
P_{dd}=2(1-c_d^2),\qquad P_{ss}=2(1-c_s^2),\qquad P_{ds}=-2c_dc_s .
\label{Pelements}
\end{equation}
In the reference, $4s$ is decoupled and empty, $P_{dd}=2$, and the $d$ shell is spherical.

The ratio $c_d/c_s$ has the sign of $w_{\rm eff}=w+t_dt_s/(E-E_L)$. Here $w$ is the direct $d$–$s$ coupling by the field of the oxygen charges; a charge in direction $\hat{\mathbf u}$ contributes in proportion to $P_2(\hat{\mathbf u}\cdot\hat{\mathbf z})$. For two negative oxygen ions on the axis, $w_{\rm eff}>0$.

The example uses Hartree–Fock Cu$^+$ orbitals (def2-TZVP), charges of $-1\,e$ at $1.85$ \AA, and
\begin{equation}
E_d=0,\quad E_L=-2,\quad E_s=7,\quad t_d=-1,\quad t_s=-2.5\quad\text{eV}.
\end{equation}
It gives $w=0.952$ eV, $(c_d,c_s,c_L)=(0.149,\ 0.955,\ -0.258)$, $P_{ds}=-0.285$, $P_{dd}=1.956$ and $P_{ss}=0.178$. The frontier orbital has $(d,s,L)$ coefficients $(0.954,-0.207,-0.216)$.

\subsection{The change in site density}

The copper site density from $d$ and $s$ is $P_{dd}d^2+2P_{ds}ds+P_{ss}s^2$. The factor 2 arises because $ds$ and $sd$ both occur in the double sum over orbitals. Subtracting the reference density $2d^2$ gives
\begin{align}
\Delta\rho&=-2c_d^2d^2-4c_dc_s\,ds+2(1-c_s^2)s^2\nonumber\\
&=2s^2-2\left(c_d^2d^2+2c_dc_s\,ds+c_s^2s^2\right)\nonumber\\
&=2s^2-2(c_dd+c_ss)^2 .
\label{drho}
\end{align}
The three terms in the first line have separate meanings. The first is the loss of $3d_{z^2}$ population, the second is the $d$--$s$ interference, and the third is the spherical density of the electrons that have entered $4s$.

In evaluating \eqref{drho}, $d$ and $s$ are the free-ion functions. The orthonormal orbitals of the model would carry tails on oxygen, which are left out here. This is an approximation in the spatial picture. The populations above feel it through $w$, which was also evaluated with the free-ion functions: orthogonalizing $d$ and $s$ symmetrically to a minimal oxygen $2p\sigma$ combination lowers $w$ to about $0.91$ eV and changes $P_{ds}$ to about $-0.275$.

\subsection{Axis against plane}

Let $D(r)=\sqrt{5/(4\pi)}\,R_{3d}(r)$ be the value of $d$ on the axis, where $P_2(1)=1$. In the perpendicular plane $P_2(0)=-\tfrac12$, so $d=-D/2$ there. The value of $s$ is the same in both directions. The changes at radius $r$ are
\begin{align}
\Delta\rho_{\rm axis}&=2s^2-2(c_dD+c_ss)^2,\label{axis}\\
\Delta\rho_{\rm plane}&=2s^2-2\left(-\tfrac12c_dD+c_ss\right)^2.\label{plane}
\end{align}
Subtract the second from the first. The spherical term $2s^2$ cancels, and the difference of squares factorizes as $a^2-b^2=(a-b)(a+b)$, with
\begin{equation}
a-b=\tfrac32c_dD,\qquad a+b=\tfrac12c_dD+2c_ss .
\end{equation}
The anisotropy is therefore
\begin{align}
A(r)&\equiv\Delta\rho_{\rm axis}-\Delta\rho_{\rm plane}
=-2\left(\tfrac32c_dD\right)\left(\tfrac12c_dD+2c_ss\right)\nonumber\\
&=-\tfrac32\,c_dD\,(c_dD+4c_ss).
\label{A}
\end{align}
Because the reference density is spherical, $A$ is the full axis--plane difference of the copper site density, not merely a change in it.

For $w_{\rm eff}>0$ both coefficients are positive, and $D>0$. Outside the outermost node of $4s$, $s$ is positive too. Every factor in \eqref{A} is then positive apart from the leading minus sign, so $A<0$: the site density is lower on the axis than in the plane at the same distance from copper.

For $w_{\rm eff}<0$ the coefficient $c_d$ is negative, and
\begin{equation}
A=\tfrac32|c_d|D\,(4c_ss-|c_d|D).
\end{equation}
This is positive where $s/D>|c_d|/(4c_s)$, a condition met far from copper, since $4s$ extends further than $3d$. Just outside the node, where $s$ is small, $A$ remains negative because the loss of $d$ population acts mainly on the axis. Reversing the mixing therefore reverses the interference at every radius, but not the whole anisotropy at every radius.

\subsection{Numbers at one radius}

At $r=1.50$ bohr the orbitals have $D=0.2243$ and $s=0.0690$ bohr$^{-3/2}$. The products needed are $c_dD=0.0335$ and $c_ss=0.0658$ in the same unit. On the axis they add, in the plane half of the first is subtracted from the second:
\begin{align}
\Delta\rho_{\rm axis}&=2(0.0690)^2-2(0.0993)^2\simeq-0.0102\ \text{bohr}^{-3},\\
\Delta\rho_{\rm plane}&=2(0.0690)^2-2(0.0491)^2\simeq+0.0047\ \text{bohr}^{-3}.
\end{align}
The difference is $-0.0149$ bohr$^{-3}$. At this radius the axis loses site density and the plane gains it, so the redistribution is visible in the density itself and not only in the difference between directions.

\subsection{Reversal close to the nucleus}

The $4s$ orbital must be orthogonal to the inner $s$ orbitals and therefore has radial nodes. The outermost lies at $0.914$ bohr for the Cu$^+$ function used here. Just inside it $s$ is negative, and the interference term changes sign: there it adds density on the axis.

The total anisotropy does not reverse at the node itself. At $s=0$, \eqref{A} leaves $A=-\tfrac32c_d^2D^2$, which is still negative. The reversal requires the second factor of \eqref{A} to vanish,
\begin{equation}
\frac{s}{D}=-\frac{c_d}{4c_s}=-0.039 ,
\end{equation}
and this happens at $0.802$ bohr. Immediately inside that radius the copper site density is higher on the axis than in the plane. The statement that density moves from axis to plane thus applies to the outer part of the copper atom, and cannot be extended to the nucleus.

\subsection{How far out the axis loses density}

The spherical $4s$ density works against the loss on the axis. Outside the node, \eqref{axis} is negative when $s<c_dD+c_ss$, or
\begin{equation}
\frac{s}{D}<\frac{c_d}{1-c_s}.
\label{outer}
\end{equation}
The ratio $s/D$ is zero at the node and becomes large far away, so the loss must end somewhere. In the example it ends at $3.753$ bohr, a value sensitive to the orbital tails: with def2-QZVP orbitals it is $3.63$ bohr. Beyond this radius the site density rises on the axis as well, though less than in the plane.

This limit lies slightly beyond the oxygen nucleus, which is at $3.496$ bohr. In that region the copper functions describe a small part of the real density, and the number should be read as follows: along the whole Cu--O distance outside the $4s$ node, the copper site term lowers the axial density in this example.

The plane also has a limit, on the inner side. Where $s>0$, a gain in \eqref{plane} requires $|c_ss-\tfrac12c_dD|<s$. Since $c_s<1$, the expression inside the bars is always below $s$. It is above $-s$ if
\begin{equation}
\frac{s}{D}>\frac{c_d}{2(1+c_s)}=0.038 .
\end{equation}
In a thin shell just outside the node this fails. There the plane loses density too, because of the missing $d$ population, but it loses less than the axis.

\subsection{The quadrupole moment of the site density}

A comparison of two directions can be supplemented by an integral over all space. Define the quadrupole moment of the electron number density by
\begin{equation}
Q=\int\rho\,r^2P_2(\cos\theta)\,d^3r .
\end{equation}
It is positive for density elongated along the axis and negative for density flattened into the plane. Three angular integrals are needed. The $ss$ integral is zero because $P_2$ averages to zero. The $ds$ integral is $1/\sqrt5$, already found in \eqref{angular}. The $dd$ integral is
\begin{align}
\frac5{4\pi}\int P_2^3\,d\Omega
&=\frac52\int_{-1}^{1}\frac{27x^6-27x^4+9x^2-1}{8}\,dx\nonumber\\
&=\frac52\cdot\frac14\left(\frac{27}{7}-\frac{27}{5}+3-1\right)
=\frac52\cdot\frac4{35}=\frac27 .
\end{align}
With $\langle r^2\rangle_{dd}=\int R_{3d}^2r^4dr$ and $\langle r^2\rangle_{ds}=\int R_{3d}R_{4s}r^4dr$, the first line of \eqref{drho} gives
\begin{equation}
\Delta Q=-\frac47c_d^2\langle r^2\rangle_{dd}
-\frac4{\sqrt5}c_dc_s\langle r^2\rangle_{ds}.
\label{Q}
\end{equation}

The radial integrals are $1.287$ and $1.949$ bohr$^2$. The second is positive despite the inner sign changes of $4s$, since the weight $r^4$ favours the outer region. The two terms of \eqref{Q} are $-0.016$ and $-0.496$, which add to $\Delta Q=-0.513$ electron bohr$^2$ after rounding. The site density is flattened, and 97\% of this moment comes from interference. This share refers to the $d$--$s$ space of the model only: a self-consistent Hartree--Fock Cu$^+$ ion between the same two charges has $Q\simeq-0.88$ electron bohr$^2$, of which the $3d_{z^2}$--$4s$ term supplies about three quarters and other polarization of the ion the rest. The main reason can be read from \eqref{Q}: the population loss is quadratic in the small coefficient $c_d$, while the interference is linear in it. The interference term also has the larger numerical factor and the larger radial integral.

\subsection{How much charge changes direction}

The quadrupole moment gives large weight to distant electrons. A count without that weight uses the cone on which $P_2=0$, that is $|\cos\theta|=x_0=1/\sqrt3$. The band $|\cos\theta|<x_0$ surrounds the equatorial plane, and the two polar caps contain the axis. The interference term is
\begin{equation}
-4c_dc_s\,ds=-4c_dc_s\frac{\sqrt5}{4\pi}R_{3d}R_{4s}P_2(\cos\theta).
\end{equation}
Its angular integral over the band needs
\begin{equation}
2\pi\int_{-x_0}^{x_0}P_2\,dx
=4\pi\,\frac{x_0^3-x_0}{2}
=4\pi\,\frac{x_0}{2}\left(\frac13-1\right)
=-\frac{4\pi}{3\sqrt3}.
\end{equation}
The two minus signs combine to give the number of electrons gained by the band:
\begin{equation}
N_{\rm band}=\frac{4\sqrt5}{3\sqrt3}\,c_dc_s\int R_{3d}R_{4s}\,r^2\,dr .
\label{N}
\end{equation}
The caps lose the same number, because $P_2$ integrates to zero over the full sphere. Interference moves charge between directions without creating any.

Restricting \eqref{N} to radii outside the $4s$ node gives $+0.086$ electrons. The region inside the node gives $-0.017$, and the total is $0.069$. The inner reversal therefore cancels about 20\% of the outer transfer. The amount is modest compared with the ten electrons of the $d$ shell, but the reference shell is spherical, so this transfer is not a small correction to some larger anisotropy.

\subsection{What the site density leaves out}

The total density also contains products of copper and oxygen orbitals. Their density-matrix elements follow from the same empty orbital:
\begin{equation}
P_{sL}=-2c_sc_L=+0.49,\qquad P_{dL}=-2c_dc_L=+0.08 .
\end{equation}
Both vanish in the reference. They enter the density as $2P_{sL}sL+2P_{dL}dL$. Where $s$, $d$ and $L$ are all positive, as between copper and the facing oxygen lobes, these terms add density in the bond.

The element $P_{sL}$ is larger in magnitude than $P_{ds}=-0.285$. One can't conclude from the site calculation that the total density falls at every point of the Cu--O line. What has been shown is that the copper $3d$--$4s$ contribution is flattened in this model, while electron sharing between oxygen and $4s$ builds up bond density of its own. Which wins at a given point depends on the shape of $L$, which the model does not specify.

\subsection{Holes, bent units and other limits}

The result was derived with exactly one of the three orbitals empty. If all three were full, $P$ would be twice the unit matrix and there would be no interference. The case of interest for p-type conduction is a missing electron. Suppose one electron is removed from the frontier orbital of a single unit and the orbitals stay frozen. With the frontier coefficients $0.954$ for $d$ and $-0.207$ for $s$, the interference element becomes
\begin{equation}
P_{ds}'=-0.285-(0.954)(-0.207)=-0.087 .
\end{equation}
The interference is weakened, since the hole removes an electron from the hybrid responsible for it. At $1.50$ bohr the hole nevertheless takes more density from the axis than from the plane. The removed copper density there is
\begin{align}
\text{axis:}&\quad(0.954\times0.2243-0.207\times0.0690)^2\simeq0.040\ \text{bohr}^{-3},\\
\text{plane:}&\quad(-0.954\times0.1121-0.207\times0.0690)^2\simeq0.015\ \text{bohr}^{-3}.
\end{align}
Here the large $3d_{z^2}$ component of the hole outweighs the weaker interference. Farther out, where $s/D$ exceeds $0.954/(4\times0.207)=1.15$, the hole removes more density from the plane than from the axis. In a solid the hole may be shared among many units, and the change per copper is then correspondingly smaller.

In an amorphous film the O--Cu--O unit need not be straight. Tilt each bond by an angle $\beta$ toward the same side, so that the bond directions are $(\sin\beta,0,\pm\cos\beta)$. By the addition theorem, the direct coupling of $s$ to $d_{z^2}$ becomes
\begin{equation}
w(\beta)=w(0)\,P_2(\cos\beta)=w(0)\left(1-\tfrac32\sin^2\beta\right).
\end{equation}
For $\beta=10^\circ$, a bond angle of $160^\circ$, the factor is $0.95$. The loss is second order in the tilt, so moderate bending leaves most of this coupling in place. Bending also admits couplings excluded by the straight geometry: $s$ can couple to $d_{x^2-y^2}$ in proportion to $\sin^2\beta$, and the loss of inversion symmetry allows copper $4p$ to mix with $s$ and $d$. The three-orbital description is then incomplete.

The direction can also fail through the sign of $w_{\rm eff}$. Positive charges on the axis would make $w$ negative, and if this outweighed the coupling through oxygen, the interference would favour the axis outside the node. The linear geometry alone permits either outcome. The preference for the plane comes from negative, electron-donating neighbours together with an empty hybrid pointing toward them.

Most of the values quoted here are collected in the numerical output; the others follow from them through the formulas given. Their size depends on the chosen levels and couplings; the sign rule holds for any parameters that satisfy the assumptions of the model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Cu-O distance: 1.85 angstrom = 3.4960 bohr
charge on each oxygen site: -1.0 e
Cu+ 3d orbital energy: -0.8116 hartree
Cu+ 4s virtual orbital energy: -0.2336 hartree
w, two axial charges: 0.9523 eV
|w|, octahedron, below 1e-8 hartree: True
Ed, Es, EL: 0.0, 7.0, -2.0 eV
td, ts: -1.0, -2.5 eV
bonding level: -2.8438 eV
bonding d, s, L coefficients: 0.2595, 0.2141, 0.9417
frontier level: 0.0191 eV
frontier d, s, L coefficients: 0.9542, -0.2074, -0.2157
empty level: 7.8247 eV
empty cd, cs, cL: 0.1492, 0.9545, -0.2581
coupling through oxygen td*ts/(E-EL): 0.2545 eV
w_eff: 1.2068 eV
cd/cs: 0.15626
P_ds from bonding orbital: 0.1111
P_ds from frontier orbital: -0.3958
P_ds total: -0.2847
3dz2 population: 1.9555 electrons
4s population: 0.1777 electrons
outermost 4s node: 0.914 bohr
outermost reversal of anisotropy: 0.802 bohr
outer limit of axial loss: 3.753 bohr
radius of density sample: 1.50 bohr
d on axis, d in plane: 0.22426, -0.11213 bohr^-3/2
s at this radius: 0.06895 bohr^-3/2
site density change on axis: -0.010199 bohr^-3
site density change in plane: 0.004688 bohr^-3
axis minus plane: -0.014887 bohr^-3
<r^2>_dd: 1.2865 bohr^2
<r^2>_ds: 1.9485 bohr^2
quadrupole change, d loss: -0.01636 electron bohr^2
quadrupole change, cross term: -0.49626 electron bohr^2
quadrupole change, total: -0.51262 electron bohr^2
moved to band outside node: 0.08599 electrons
moved to band inside node: -0.01689 electrons
moved to band, all radii: 0.06910 electrons
\end{verbatim}
